# Slow Optical Phonons as Scatterers of Heat-Carrying Acoustic Phonons

Suppose that the optical phonons of a crystal carry 6% of the heat, and that they are therefore dropped from a calculation of its thermal conductivity. One might expect an error of about 6%. In the crystal worked out below, the result is instead 54 W/(m K) where the full calculation gives 5.8 W/(m K), an error by a factor of nine. The argument fails because it counts optical phonons as carriers and forgets them as collision partners. Without them, the mean scattering rate of the acoustic phonons falls to about an eighth.

## The crystal

The counter-example is an invented crystal with two atoms per cell: a light atom of 18 u at the corner and a heavy atom of 60 u at the centre. The cell edges are 3.9, 4.0 and 4.1 Å; they are unequal so that symmetry does not make branches degenerate, which would leave the mode populations ambiguous. Each light atom is bonded to its eight heavy neighbours ($K=2$ eV/Å$^2$), and heavy atoms are bonded along the cell edges ($K=1.6$ eV/Å$^2$). A bond $b$ with stretch $s$, projected on its fixed direction $\mathbf n_b$, has the energy

$$\tfrac12K_bs^2+\tfrac16g_bs^3,\qquad g_b/K_b=-6\ \text{Å}^{-1}.$$

The further nonlinearity that comes from bond rotation is left out.

In the algebra $\hbar=k_B=1$. A mode $\lambda$ has wavevector $\mathbf q$, frequency $\omega$ and eigenvector $\mathbf e$, with $\mathbf e(-\mathbf q)=\mathbf e(\mathbf q)^*$. For $N$ cells the displacement of atom $s$ in cell $l$ is

$$\mathbf u_{ls}=\sum_\lambda\frac{\mathbf e_s(\lambda)}{\sqrt{2Nm_s\omega_\lambda}}\,e^{i\mathbf q\cdot\mathbf R_l}A_\lambda,\qquad A_\lambda=a_\lambda+a^\dagger_{-\lambda}.$$

If bond $b$ joins atom $s$ to atom $t$ in the cell displaced by $\mathbf R_b$, subtracting the two displacements gives its stretch:

$$s_{lb}=\sum_\lambda\frac{S_b(\lambda)}{\sqrt{2N\omega_\lambda}}e^{i\mathbf q\cdot\mathbf R_l}A_\lambda,\qquad S_b=\mathbf n_b\cdot\Big(\frac{\mathbf e_t e^{i\mathbf q\cdot\mathbf R_b}}{\sqrt{m_t}}-\frac{\mathbf e_s}{\sqrt{m_s}}\Big).$$

The harmonic energy gives $\omega^2=\sum_bK_b|S_b|^2$. In its derivative with respect to $\mathbf q$, the change of the normalized eigenvector drops out, because the eigenvector makes this form stationary. Hence $\mathbf v=\sum_bK_b\,\mathrm{Re}(S_b^*\,\partial_{\mathbf q}S_b)/\omega$, with $\mathbf e$ held fixed in the derivative.

"Acoustic" (a) means the lowest three branches at each $\mathbf q$, and "optical" (o) the upper three. On the 7×7×7 mesh of wavevectors used below, the acoustic energies end at 0.0277 eV, and the optical ones run from 0.0343 to 0.0421 eV. The rms speeds, weighted by heat capacity, are 0.0185 eV Å for acoustic and 0.0087 eV Å for optical phonons, so the latter are slower by a factor of 0.47.

## Collisions

Insert the stretches into the cubic energy. The sum over cells gives $N$ if the three wavevectors add to a reciprocal lattice vector, and zero otherwise. With the factor $N^{-3/2}$ from the three amplitudes,

$$H_3=\frac{1}{6\sqrt N}\sum_{\lambda_1\lambda_2\lambda_3}\Phi_{\lambda_1\lambda_2\lambda_3}A_{\lambda_1}A_{\lambda_2}A_{\lambda_3},\qquad \Phi=\sum_b\frac{g_bS_bS_bS_b}{\sqrt{8\omega_1\omega_2\omega_3}},$$

where the three factors $S_b$ belong to the three modes. In the process $1+2\to3$, phonon 3 is created by $A_{-\lambda_3}$, so its factor is $S_b(\lambda_3)^*$. Three distinct modes can be ordered in six ways, which cancels the $1/6$. The matrix element is $\Phi\sqrt{n_1n_2(n_3+1)/N}$, and the golden rule gives the equilibrium rate

$$Q=\frac{2\pi}{N}|\Phi|^2\,n_1n_2(n_3+1)\,\delta(\omega_1+\omega_2-\omega_3).$$

The reverse process has $(n_1+1)(n_2+1)n_3$ in place of $n_1n_2(n_3+1)$. In equilibrium $n_0/(n_0+1)=e^{-\omega/T}$, so energy conservation makes the two rates equal. Out of equilibrium, write $n=n_0+n_0(n_0+1)f$. Since $d\ln[n/(n+1)]=dn/[n(n+1)]$, each $\ln[n/(n+1)]$ changes by $f$ to first order. The ratio of forward to reverse rate becomes $1+f_1+f_2-f_3$, and the net rate is $Q\,(f_1+f_2-f_3)$.

All phonons also get a weak background rate $\gamma=10^{-5}$ eV, which returns each mode to equilibrium. It is a crude substitute for imperfections: static ones would scatter phonons without changing their energy. The net loss from mode 1 is then

$$(Pf)_1=\sum_{23}Q_{12\to3}(f_1+f_2-f_3)+\tfrac12\sum_{23}Q_{23\to1}(f_1-f_2-f_3)+\gamma n_0(n_0+1)f_1.$$

The half corrects for counting each pair of decay products twice. Multiply by $f_1$ and sum over mode 1. Exchanging 1 and 2 turns the first term into $\frac12\sum Q(f_1+f_2)(f_1+f_2-f_3)$. Relabelling the decaying phonon as 3 turns the second into $-\frac12\sum Qf_3(f_1+f_2-f_3)$. Together,

$$f^{\top}Pf=\tfrac12\sum_{123}Q_{12\to3}(f_1+f_2-f_3)^2+\gamma\sum n_0(n_0+1)f^2. \tag{1}$$

The same steps with a second vector in place of the multiplier show that $P$ is symmetric.

In a steady state the collisional loss balances the drift, $Pf=-v_x\,\partial_xT\,\partial n_0/\partial T$. Because $\partial n_0/\partial T=n_0(n_0+1)\omega/T^2$, it is useful to define $b=\omega v_xn_0(n_0+1)$, which gives $f=-P^{-1}b\,\partial_xT/T^2$. The heat flux in a volume $V$ is $J=b^{\top}f/V$, so

$$\kappa=\frac{b^{\top}P^{-1}b}{VT^2}. \tag{2}$$

The values below are averages over the three directions at $T=0.025$ eV.

## Three conductivities

The two roles separate if (2) is evaluated in three ways, always with the background.

- $\kappa_0$: acoustic carriers, and collisions among acoustic phonons alone. This is the crystal with optical phonons forgotten.
- $\kappa_{\rm bath}$: acoustic carriers, but all collisions, with optical phonons held in equilibrium ($f_o=0$).
- $\kappa_{\rm full}$: all phonons free.

On a $7\times7\times7$ mesh of wavevectors, with the energy delta function broadened to a Gaussian of width 0.0008 eV, the results are

$$\kappa_0=0.26,\qquad \kappa_{\rm bath}=0.025,\qquad \kappa_{\rm full}=0.028\ \text{eV/Å}.$$

The ratio $\kappa_0/\kappa_{\rm full}$ is 9.3. Since resistivity is $1/\kappa$, acoustic collisions and background alone would give $1/9.3=11\%$ of the actual resistivity, and the other 89% appears when optical phonons are admitted. Yet the optical part of the heat current, $b_o^{\top}f_o$, is 6% of the total.

The small current is not due to a lack of thermal energy, for optical phonons hold 47% of the heat capacity. With equal lifetimes, each group would carry heat in proportion to its heat capacity times its squared speed. The optical share would be

$$\frac{0.467\times0.00874^2}{0.467\times0.00874^2+0.533\times0.0185^2}\approx0.16.$$

Low speed thus accounts for much of the reduction; the solved distribution lowers the share further, to 0.06.

The scattering rates show the other role. Averaged over acoustic phonons with heat-capacity weights, acoustic collisions give $3.5\times10^{-5}$ eV and the process a+a→o gives $3.2\times10^{-4}$ eV. Including the background, the mean rate rises from $4.5\times10^{-5}$ to $36\times10^{-5}$ eV, by a factor of 8. The conductivity ratio $\kappa_0/\kappa_{\rm bath}$ is 10. The two need not agree, because conductivity also depends on the speeds of the modes, on the spread of their lifetimes and on the coupling between their populations in $P$.

The process a+o→o has a mean rate of just $3\times10^{-7}$ eV, yet adding it lowers the conductivity from 0.0270 to 0.0253 eV/Å, by 6%. Energy conservation suggests a reason. On this mesh, and apart from the broadening, a+o→o needs an acoustic energy of at most $0.0421-0.0343=0.0078$ eV, so it acts only on phonons of low energy. The process a+a→o needs at least $0.0343-0.0277=0.0066$ eV, and near this limit only partners at the top of the acoustic band will do. The weak channel may thus matter because it acts on phonons that the strong one hardly reaches. The rates resolved by energy bear this out: for the 24 acoustic modes below 0.009 eV, a+o→o gives a mean rate of $1.2\times10^{-5}$ eV against $1.4\times10^{-6}$ eV from a+a→o, while above 0.011 eV its mean rate is below $10^{-10}$ eV. The size of the effect depends on how well the mesh samples these low energies: it is 3% on a $6\times6\times6$ mesh and 8% on $9\times9\times9$ and $11\times11\times11$ meshes.

## The general statement

For linearized three-phonon transport with $\gamma>0$, the following holds.

**The effect of optical phonons as scatterers is $\kappa_{\rm bath}\le\kappa_0$. Letting their populations leave equilibrium then adds a non-negative amount, $\kappa_{\rm full}-\kappa_{\rm bath}\ge0$. A small optical heat current does not limit the first effect.**

For the first inequality, let $M$ be a symmetric positive definite matrix. Put $f=M^{-1}b+h$ in $2b^{\top}f-f^{\top}Mf$:

$$2b^{\top}M^{-1}b+2b^{\top}h-\big(b^{\top}M^{-1}b+2b^{\top}h+h^{\top}Mh\big)=b^{\top}M^{-1}b-h^{\top}Mh.$$

So $b^{\top}M^{-1}b$ is the maximum of $2b^{\top}f-f^{\top}Mf$ over all $f$. If a non-negative form is added to $M$, this expression falls or stays the same for each $f$, and so does its maximum. Let $A$ be the matrix of acoustic collisions and background, and $P_{aa}$ the acoustic block of the full $P$. Setting $f_o=0$ in (1) shows that $f^{\top}(P_{aa}-A)f$ is a sum of squares with positive coefficients: $Q(f_1+f_2)^2$ from a+a→o, $Qf_1^2$ from a+o→o, and, if the bands overlap, similar squares from any other process that involves an optical phonon. Hence $\kappa_{\rm bath}\le\kappa_0$.

For the second inequality, write $Pf=b$ in blocks:

$$P_{aa}f_a+P_{ao}f_o=b_a,\qquad P_{oa}f_a+P_{oo}f_o=b_o.$$

The first equation gives $f_a=P_{aa}^{-1}(b_a-P_{ao}f_o)$. Inserted in the second, it yields $Zf_o=c$ with

$$Z=P_{oo}-P_{oa}P_{aa}^{-1}P_{ao},\qquad c=b_o-P_{oa}P_{aa}^{-1}b_a.$$

Then $b_a^{\top}f_a+b_o^{\top}f_o=b_a^{\top}P_{aa}^{-1}b_a+c^{\top}f_o$, and therefore

$$\kappa_{\rm full}-\kappa_{\rm bath}=\frac{c^{\top}Z^{-1}c}{VT^2}\ge0. \tag{3}$$

The sign follows because $h^{\top}Zh$ is the value of the positive form (1) at $f_o=h$, $f_a=-P_{aa}^{-1}P_{ao}h$. The vector $c$ contains the direct optical current $b_o$ and a drag term: optical phonons made by a drifting acoustic population pass part of that drift back. In the example (3) is 8% of $\kappa_{\rm full}$.

For the last claim, note that optical velocities enter $b_o$ but appear nowhere in $P_{aa}-A$, which depends on optical frequencies, occupations and couplings. In a perfectly flat optical band $b_o=0$, so the direct optical current vanishes, while a+a→o can remain open. If the added scattering satisfies $f^{\top}(P_{aa}-A)f\ge r\,f^{\top}Af$ for all $f$, then $P_{aa}$ is at least $(1+r)A$ as a form, and $\kappa_{\rm bath}\le\kappa_0/(1+r)$, whatever the optical speed. This bound is set by the least affected distribution and can be weak: in the example $r$ cannot exceed about 0.012, although $\kappa_0/\kappa_{\rm bath}$ is 10.

## When optical phonons do not matter as scatterers

The process a+a→o needs an optical frequency no larger than twice the highest acoustic one. The process a+o→o needs an acoustic frequency no larger than the spread of the optical frequencies. These conditions are necessary; wavevector conservation and the coupling must also allow the process.

Reducing the light mass to 4 u, with all else unchanged, raises the optical range to 0.0728–0.0791 eV. Twice the highest acoustic energy is 0.0578 eV, so a+a→o is closed. On a $6\times6\times6$ mesh $\kappa_0$ and $\kappa_{\rm bath}$ now differ by a fraction of $6\times10^{-6}$. That tiny value belongs to this mesh, which is too coarse to contain the low-energy acoustic phonons that a+o→o could still scatter. Here $\kappa_{\rm full}=0.282$ eV/Å slightly exceeds $\kappa_0=0.273$ eV/Å: optical phonons now act as minor extra carriers, with 3% of the heat. Since three-phonon collisions hardly affect them on this mesh, the size of their contribution is set by the background rate $\gamma$.

In this closed case the anharmonic part of (1) vanishes for $f=1$ on all optical modes and $f=0$ on acoustic ones, since a+o→o replaces one optical phonon by another. Optical phonon number is then relaxed by the background alone. Without the background, $P$ would have this zero mode in addition to $f=\omega$, which exact energy conservation provides in every crystal; with the broadened delta function it is only approximately a zero mode.

## How far the numbers reach

The factor of nine belongs to the chosen $\gamma$: on the same mesh $\kappa_0/\kappa_{\rm full}$ is 33 for $\gamma=10^{-6}$ eV and 2.5 for $\gamma=10^{-4}$ eV, while the optical share of the heat stays between 6% and 9%. With the background alone the acoustic phonons would conduct 0.51 eV/Å, about twice $\kappa_0$, so $\kappa_0$ is set by background and acoustic collisions together. In the original crystal, going to the $6\times6\times6$ mesh raises $\kappa_0$ by 11%, so its value is not converged, while $1-\kappa_{\rm bath}/\kappa_0$ stays between 0.90 and 0.91, also with a broadening 1.5 times larger. On finer meshes, $9\times9\times9$ and $11\times11\times11$, $\kappa_0$ falls to 0.233 and 0.228 eV/Å (the latter about 48 W/(m K), 12% below the value quoted), $\kappa_{\rm full}$ is 0.027 eV/Å, the ratio $\kappa_0/\kappa_{\rm full}$ is 8.8 and 8.5, $1-\kappa_{\rm bath}/\kappa_0$ is 0.895 and 0.891, and the optical share of the heat remains 6%. Four-phonon collisions, frequency shifts and coherences between modes are left out. The remaining values are in the numerical output.

## Numbers as computed

```
MODEL
cell edge x: 3.9 angstrom
cell edge y: 4 angstrom
cell edge z: 4.1 angstrom
heavy mass: 60 u
light mass: 18 u
A-B spring: 2 eV/angstrom^2
B-B spring: 1.6 eV/angstrom^2
g/K for all bonds: -6 1/angstrom
temperature: 0.025 eV
energy broadening: 0.0008 eV
background scattering rate: 1e-05 eV
MAIN CASE, 7x7x7 mesh
highest acoustic energy: 0.02769 eV
lowest optical energy: 0.03432 eV
highest optical energy: 0.04213 eV
rms acoustic speed (hbar=1): 0.01851 eV angstrom
rms optical speed (hbar=1): 0.008743 eV angstrom
optical share of heat capacity: 0.4673
mean acoustic energy: 0.01952 eV
mean acoustic rate, aaa: 3.498e-05 eV
mean acoustic rate, a+a->o: 0.0003173 eV
mean acoustic rate, a+o->o: 2.892e-07 eV
acoustic kappa, background only: 0.5064 eV/angstrom
kappa0, acoustic collisions only: 0.2575 eV/angstrom
kappa, with a+a->o added: 0.02697 eV/angstrom
kappa_bath, all channels, optical bath: 0.02532 eV/angstrom
kappa_full: 0.0276 eV/angstrom
kappa0 converted: 54.01 W/(m K)
kappa_full converted: 5.789 W/(m K)
relaxation-time kappa: 0.02722 eV/angstrom
kappa0/kappa_full: 9.33
heat carried directly by optical phonons, share: 0.06299
(kappa_full-kappa_bath)/kappa_full: 0.08263
scatterer share 1-kappa_bath/kappa0: 0.9017
RESOLUTION, 6x6x6 mesh
scatterer share, same broadening: 0.9085
kappa0, same broadening: 0.2864 eV/angstrom
kappa_full, same broadening: 0.02824 eV/angstrom
scatterer share, broadening x1.5: 0.9032
kappa0, broadening x1.5: 0.2545 eV/angstrom
kappa_full, broadening x1.5: 0.02656 eV/angstrom
CONTROL, 6x6x6 mesh
light mass: 4 u
twice highest acoustic energy: 0.05783 eV
lowest optical energy: 0.07277 eV
highest optical energy: 0.07908 eV
kappa0: 0.2726 eV/angstrom
kappa_bath: 0.2725 eV/angstrom
kappa_full: 0.2815 eV/angstrom
scatterer share: 5.754e-06
heat carried directly by optical phonons, share: 0.03176
```
